# Acentric Order of Chromophores in a Weak Poling Field

## Problem

A polymer film contains rod-like dye molecules (chromophores), each with a permanent dipole moment of 10 debye along its axis. The film is held at 400 K, where the dyes can turn, and each dipole feels a local poling field of 100 V/µm. The film is to be used as an electro-optic modulator, with both the light and the modulating field polarized along the poling direction. Calculate, in the weak-field approximation, the orientational order that multiplies the electro-optic response, and judge whether the approximation is good enough.

Take the dipoles as rigid, classical and independent, the surroundings as isotropic, and the orientations as having reached thermal equilibrium. The hyperpolarizability of each dye is dominated by its component along the molecular axis. The word "local" means that the stated field already includes the effect of the surrounding medium.

## A tempting solution

Let $\theta$ be the angle between a dipole and the field, and write $c=\cos\theta$. A dipole $\mu$ in a local field $F$ has energy $-\mu Fc$, so its Boltzmann factor is $e^{xc}$ with

$$x=\frac{\mu F}{k_BT}.$$

An element of solid angle is $\sin\theta\,d\theta\,d\phi$, which is uniform in $c$. For a weak field, $e^{xc}\approx1+xc$, and the mean alignment is

$$\langle c\rangle\approx\frac{\int_{-1}^{1}c(1+xc)\,dc}{\int_{-1}^{1}(1+xc)\,dc}=\frac{2x/3}{2}=\frac{x}{3}.$$

With the given numbers $x=0.604$, so the order is 0.20.

## Where it fails

The statistics are sound, and 0.20 is the weak-field value of $\langle\cos\theta\rangle$. That average gives the permanent polarization of the film, $N\mu\langle\cos\theta\rangle$ for $N$ dyes per unit volume. The question asks for the average that multiplies the electro-optic response, which is a different one.

Let the poling direction be $z$. The electro-optic effect is a dipole induced jointly by an optical field $E_o$ and a modulating field $E_m$, both along $z$ here. The dye responds along its own axis, so each field acts through its projection on that axis, $E_o\cos\theta$ or $E_m\cos\theta$. The induced dipole also points along the axis, and its $z$ component brings a third cosine:

$$p_z\propto\beta\,(E_o\cos\theta)(E_m\cos\theta)\cos\theta=\beta E_oE_m\cos^3\theta,$$

where $\beta$ is the axial hyperpolarizability. Summing over the dyes gives a response proportional to $N\beta\langle\cos^3\theta\rangle$. Local-field factors for $E_o$ and $E_m$ multiply this product but do not alter the orientational average. The required quantity is therefore the acentric order parameter $\langle\cos^3\theta\rangle$.

## The right solution

To first order in $x$,

$$\langle c^3\rangle\approx\frac{\int_{-1}^{1}(c^3+xc^4)\,dc}{\int_{-1}^{1}(1+xc)\,dc}.$$

The integrals of $c^3$ and $c$ vanish because these functions are odd. The remaining ones are $\int_{-1}^1c^4dc=2/5$ and $\int_{-1}^1dc=2$, so

$$\boxed{\langle\cos^3\theta\rangle\approx\frac{x}{5}=\frac{\mu F}{5k_BT}}$$

Since $1\ \mathrm{D}=3.33564\times10^{-30}$ C m and $100$ V/µm $=10^8$ V/m, the dipole energy is

$$\mu F=(3.33564\times10^{-29}\ \mathrm{C\,m})(10^8\ \mathrm{V/m})=20.82\ \mathrm{meV}.$$

The thermal energy at 400 K is $k_BT=34.47$ meV. Hence

$$x=\frac{20.82}{34.47}=0.604,\qquad \langle\cos^3\theta\rangle\approx\frac{0.604}{5}=0.121.$$

The acentric order is about **0.12**. Using $\langle\cos\theta\rangle$ in its place would overstate the weak-field response by the factor $(x/3)/(x/5)=5/3$.

The same reasoning covers light polarized in the film plane, along $x'$, with the modulating field still along $z$. The response along $x'$ then contains two projections $\sin\theta\cos\phi$ and one $\cos\theta$. Averaging $\cos^2\phi$ gives $1/2$, so the orientational factor is

$$\tfrac12\langle c(1-c^2)\rangle=\tfrac12\left(\frac{x}{3}-\frac{x}{5}\right)=\frac{x}{15}.$$

In this model and at weak field, the in-plane response is one third of the response along the poling axis.

## Is the field weak enough?

The value $x=0.604$ is not very small, so the next term matters. Keeping terms through $x^3$ in the numerator and $x^2$ in the denominator,

$$\langle c^3\rangle\approx\frac{\dfrac{2x}{5}+\dfrac{x^3}{6}\dfrac{2}{7}}{2+\dfrac{x^2}{2}\dfrac{2}{3}}
=\frac{\dfrac{x}{5}+\dfrac{x^3}{42}}{1+\dfrac{x^2}{6}}.$$

Expanding the denominator as $1-x^2/6$ gives

$$\langle c^3\rangle\approx\frac{x}{5}+x^3\left(\frac1{42}-\frac1{30}\right)=\frac{x}{5}-\frac{x^3}{105}.$$

The correction is $-0.0021$. It is small, although $x$ is not, because its size relative to the leading term is $x^2/21$.

The average can also be found without expansion. The normalizing integral is $Z=\int_{-1}^1e^{xc}dc=2\sinh x/x$. Integration by parts gives

$$\int_{-1}^{1}c^ne^{xc}dc=\left[\frac{c^ne^{xc}}{x}\right]_{-1}^{1}-\frac nx\int_{-1}^{1}c^{n-1}e^{xc}dc.$$

After division by $Z$, the boundary term is $\coth x$ for odd $n$ and 1 for even $n$. With $L=\coth x-1/x$, the successive averages are

$$\langle c\rangle=L,\qquad \langle c^2\rangle=1-\frac{2L}{x},$$

$$\langle c^3\rangle=\coth x-\frac3x\left(1-\frac{2L}{x}\right)=\left(1+\frac6{x^2}\right)L-\frac2x,$$

where the last step uses $\coth x=L+1/x$. At $x=0.604$ this gives 0.1188. The weak-field value is 1.7% above it, relative to the full Boltzmann value, and both round to 0.12.

At large $x$, $L\approx1-1/x$ and $\langle c^3\rangle\approx1-3/x$. The order then approaches 1, whereas the linear law would grow without limit.

## What "local" changes

If 100 V/µm were the applied field inside the film, a local-field model would be needed. The Lorentz model places the dye in a spherical cavity in a medium of relative permittivity $\varepsilon$ and assumes that nearby molecules inside the cavity give no net field. The polarization $P$ leaves a charge density $-P\cos\vartheta$ on the cavity wall, where $\vartheta$ is the polar angle of a point on the wall. Its field at the centre is

$$\frac{P}{4\pi\epsilon_0}\int\cos^2\vartheta\,d\Omega=\frac{P}{3\epsilon_0}.$$

Since $P=\epsilon_0(\varepsilon-1)E$, the local field is

$$F=E+\frac{\varepsilon-1}{3}E=\frac{\varepsilon+2}{3}E.$$

For a polar dye this is only a rough estimate of the orienting field, because the part of the surrounding medium's field that follows the dye's own dipole exerts no torque on it. Take a permittivity of 3 as an illustration. Mobile polar dyes raise the actual value: at $10^{20}$ cm$^{-3}$ their orientational susceptibility $N\mu^2/(3\epsilon_0k_BT)$ is already 0.76 before any local-field enhancement. The applied field inferred below is therefore uncertain by about 20 V/µm either way, depending on the permittivity and the local-field model. The factor is then $5/3$, and in this model the stated local field corresponds to an applied field of 60 V/µm. If instead 100 V/µm is applied, the local field is 167 V/µm, $x=1.007$, and the weak-field order is 0.201; the full average is 0.192.

This 0.201 equals the answer of the tempting solution, but only because $\varepsilon=3$ makes the Lorentz factor $5/3$, the same as the ratio of $x/3$ to $x/5$. The agreement does not make $\langle\cos\theta\rangle$ the right average.

## Setting the result beside a real film

The inputs lie in the rough range of contact-poled, dye-doped polymer films for modulators, which are poled hot and cooled with the field on. The estimated applied field of 60 V/µm is one fifth of a rough breakdown field of 300 V/µm, although the actual margin depends on the film, the electrodes and the temperature. With $\mu$ and $F$ held fixed, the full average is 0.125 at 380 K and 0.113 at 420 K. The calculated order belongs to the film at 400 K with the field on. If the film is cooled in the same field, the equilibrium order rises slightly for as long as the dyes can still turn. Once the field is off, the equilibrium value in an isotropic medium is zero, so the frozen-in order tends to decay. The assumption most open to doubt is that the dyes are independent, and its effect depends strongly on how they pack.

For a rough density of $10^{20}$ cm$^{-3}$, the mean spacing, taken as the side of the cube available to each dye, is $r=N^{-1/3}=2.15$ nm. The unscreened point-dipole energy $\mu^2/(4\pi\epsilon_0r^3)$ is 6.2 meV, or $w=0.181$ in units of $k_BT$. For unit vectors $\mathbf n_1,\mathbf n_2$ along the dipoles and $\hat{\mathbf r}$ along their separation, the coupling is

$$\frac{U}{k_BT}=w\left[\mathbf n_1\cdot\mathbf n_2-3(\mathbf n_1\cdot\hat{\mathbf r})(\mathbf n_2\cdot\hat{\mathbf r})\right].$$

If all separation directions are equally likely, the average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$. The bracket then averages to zero, and so does the first-order change in the order. Numerical quadrature over both dipoles, for one such pair at the mean spacing with its separation direction held fixed and all directions weighted equally, gives a total change of only $-0.02\%$. This small number is a cancellation: the order falls by about 6% when the separation is perpendicular to the field and rises by about 12% when it is parallel.

Side-by-side packing is different. Suppose two rods are held parallel or antiparallel, with their separation perpendicular to both, while their common axis turns freely. The parallel state has coupling energy $+wk_BT$ and acts in the field as a dipole $2\mu$. The antiparallel state has energy $-wk_BT$ and no net dipole, so it contributes nothing to $\langle c^3\rangle$. Let $q(x)$ denote the independent-dipole average found above, and let

$$S=\frac12\int_{-1}^1e^{2xc}dc=\frac{\sinh2x}{2x}.$$

Weighting the two states gives

$$\langle c^3\rangle_{\rm pair}=\frac{e^{-w}S\,q(2x)}{e^{-w}S+e^w}.$$

As $x\to0$, $S\to1$ and $q(2x)\to2x/5$, so this becomes $(x/5)(1-\tanh w)$.

At the mean spacing, the full pair expression gives 0.106, which is 11% below the independent value of 0.1188. The weak-field factor alone would suggest a loss of 18%, since $\tanh0.181=0.18$. The actual loss is smaller because the finite field makes $S>1$ and so favours the parallel state; here this outweighs the saturation of $q(2x)$. This gain comes from locking the rods together: with $w=0$ the pair expression already lies 6% above the independent value. Measured from that uncoupled pair, the coupling lowers the order by 16%.

Closer pairs also matter: points placed at random at this density have a mean nearest-neighbour distance of only about $0.55N^{-1/3}=1.2$ nm. At a separation of 1 nm, the same model has a coupling of 62 meV, $w=1.81$, and an order of 0.007, a loss of 94%. This is a deliberately strong estimate. It omits screening, and a point dipole is a crude description of a dye whose length is comparable with the separation. Even if screening divides the coupling by 3, however, the model still gives a loss of about 48%. The loss comes from the imposed side-by-side geometry, not from closeness alone: two freely turning point dipoles 1 nm apart, with all separation directions equally likely, gain about 6% in order instead. Within these models, then, the answer 0.12 fails when the shape of the dyes makes them pack side by side and pair antiparallel at close range.

A smaller omission is the dipole induced by the poling field itself. A polarizability anisotropy $\Delta\alpha$ adds $ac^2$ to the Boltzmann exponent, with $a=\Delta\alpha F^2/(2k_BT)$. To first order in $x$ and $a$,

$$\langle c^3\rangle\approx x\,\frac{1/5+a/7}{1+a/3}\approx\frac x5\left(1+\frac{8a}{21}\right).$$

For a rough anisotropy $\Delta\alpha/(4\pi\epsilon_0)=50$ Å$^3$, $a=0.005$, and the order rises by about 0.2%. This is well below the error of the weak-field law.
